# The time integral and the crossing of ion paths in binary collisions

## First half: where the straight paths of one collision meet

A Monte Carlo calculation of ion implantation replaces the curved path of an ion by straight segments. At each collision the segment turns through an angle found from two-body scattering. The angle fixes the direction of the new segment, but a line also needs a point through which it passes. This problem finds that point, and then the consequence of choosing it wrongly.

An ion of mass $m_1$, speed $v$ and energy $E=\tfrac12 m_1v^2$ approaches an atom of mass $m_2=Am_1$. The atom is at rest at the origin. The ion arrives from $x=-\infty$ along the line $y=p$, where $p>0$ is the impact parameter, so the motion stays in the $xy$ plane. The motion is classical and nonrelativistic. The force comes from a central repulsive potential $V(r)$, which decreases steadily to zero, at least as fast as $r^{-s}$ with some $s>1$. Electronic energy loss and all other atoms are left out of the single collision.

### (a) Relative motion

Find the radial speed of the relative motion and the scattering angle $\theta$ in the centre-of-mass frame.

**Solution.** Let $M=m_1+m_2$, $\mu=m_1m_2/M$ and $\mathbf r=\mathbf r_1-\mathbf r_2$. The relative motion is that of one particle of mass $\mu$ in the potential $V(r)$. Its energy is

$$
E_r=\tfrac12\mu v^2=\frac{m_2}{M}E=\frac{A}{1+A}E ,
$$

and its angular momentum has magnitude $L=\mu vp$. The centrifugal energy is therefore

$$
\frac{L^2}{2\mu r^2}=\frac{\mu v^2p^2}{2r^2}=E_r\frac{p^2}{r^2}.
$$

Energy conservation reads $\tfrac12\mu\dot r^2+E_rp^2/r^2+V(r)=E_r$. Division by $E_r=\tfrac12\mu v^2$ gives

$$
\dot r=\pm v\,g(r),\qquad g(r)=\sqrt{1-\frac{V(r)}{E_r}-\frac{p^2}{r^2}} .
$$

The minus sign holds on approach and the plus sign on departure. Both $V$ and $p^2/r^2$ decrease with $r$, so $g$ vanishes at one distance $r_0$, the closest approach. Since $V(r_0)>0$, it follows that $r_0>p$.

The direction of $\mathbf r$ turns at the rate $L/(\mu r^2)=vp/r^2$. On departure $dt=dr/(vg)$, so the angle swept between $r_0$ and infinity is $p\int_{r_0}^\infty dr/(r^2g)$. The approach contributes an equal angle. A particle that is not deflected sweeps $\pi$ in all, and the deflection is what is missing from $\pi$:

$$
\theta=\pi-2p\int_{r_0}^{\infty}\frac{dr}{r^2g(r)} .
$$

The sense of the deflection follows from the force. The relative particle starts at $y=p>0$ with no velocity along $y$, and a repulsive force has a positive $y$ component as long as $y>0$. Hence $y$ never decreases, the final velocity points upward, and $0<\theta<\pi$.

### (b) Timing the relative motion

Set $t=0$ at closest approach. Far away, $v|t|$ differs from $\sqrt{r^2-p^2}$, the distance along a straight line from its point nearest the origin, by a constant. Define $\tau$ by

$$
v|t|=\sqrt{r^2-p^2}-\tau+o(1),\qquad r\to\infty ,
$$

where $o(1)$ tends to zero. Find $\tau$ as an integral and state when it exists.

**Solution.** From part (a), $v|t|=\int_{r_0}^{r}dr'/g(r')$. This grows without limit, so the free-flight integral is subtracted and added. With $g_0(r)=\sqrt{1-p^2/r^2}$,

$$
\int_{r_0}^{r}\frac{dr'}{g_0(r')}=\int_{r_0}^{r}\frac{r'\,dr'}{\sqrt{r'^2-p^2}}
=\sqrt{r^2-p^2}-\sqrt{r_0^2-p^2}.
$$

Hence

$$
v|t|=\sqrt{r^2-p^2}-\sqrt{r_0^2-p^2}+\int_{r_0}^{r}\left[\frac1g-\frac1{g_0}\right]dr' .
$$

Comparison with the definition, in the limit $r\to\infty$, gives the time integral

$$
\tau=\sqrt{r_0^2-p^2}-\int_{r_0}^{\infty}\left[\frac1{g(r)}-\frac1{g_0(r)}\right]dr .
$$

It has the dimension of a length, because the time has been multiplied by $v$.

To examine convergence, use $g_0^2-g^2=V/E_r$:

$$
\frac1g-\frac1{g_0}=\frac{g_0-g}{gg_0}=\frac{V/E_r}{g\,g_0\,(g+g_0)} .
$$

At large $r$ both roots tend to one and the integrand tends to $V/(2E_r)$, which is integrable for the potentials assumed. At $r_0$ the function $g^2$ has a simple zero, so $1/g$ diverges as $(r-r_0)^{-1/2}$, which is also integrable. For an unscreened Coulomb potential $V=C/r$ the integral would grow as $(C/2E_r)\ln r$. The path would then have a limiting direction but no constant time offset, and $\tau$ would not exist. A Coulomb potential must therefore be screened before this construction can be used.

A second form avoids the separate square root. For a large upper limit $R$,

$$
\int_{r_0}^{R}\frac{dr}{\sqrt{1-r_0^2/r^2}}=\sqrt{R^2-r_0^2},
\qquad \sqrt{R^2-p^2}-\sqrt{R^2-r_0^2}\to0 .
$$

The definition says $\tau=\lim_{R\to\infty}[\sqrt{R^2-p^2}-\int_{r_0}^R dr/g]$. Replacing the first term by the integral just found gives

$$
\tau=\int_{r_0}^{\infty}\left[\frac{1}{\sqrt{1-r_0^2/r^2}}-\frac1{g(r)}\right]dr .
$$

### (c) The relative asymptotes

Write the incoming and outgoing straight lines of $\mathbf r(t)$ as functions of time.

**Solution.** Let $\mathbf e=(\cos\theta,\sin\theta)$ be the outgoing direction and $\mathbf n=(-\sin\theta,\cos\theta)$ the normal to its left. The incoming line lies at $y=p$. Before the collision $x<0$ and $|t|=-t$, so $x=-\sqrt{r^2-p^2}=-(v|t|+\tau)=vt-\tau$. Therefore

$$
\mathbf r_{\rm in}=p\,\hat{\mathbf y}+(vt-\tau)\hat{\mathbf x}.
$$

The outgoing line is also at distance $p$ from the origin, since angular momentum and final speed have their initial values. Its side is fixed by the sign of the angular momentum: $p\hat{\mathbf y}\times v\hat{\mathbf x}=-pv\hat{\mathbf z}$ before, and $p\mathbf n\times v\mathbf e=-pv\hat{\mathbf z}$ after. The distance travelled beyond the point nearest the origin is $\sqrt{r^2-p^2}=vt+\tau$, so

$$
\mathbf r_{\rm out}=p\,\mathbf n+(vt+\tau)\mathbf e .
$$

For positive $\tau$ the incoming line, if continued, would reach its nearest point at $vt=\tau$, after the true closest approach. The outgoing line, traced back, left its nearest point at $vt=-\tau$. The real particle turns round before it has covered the whole length of both lines.

### (d) The crossing points in the laboratory

Find the point $x=-x_1$ on the line $y=p$ where the ion's incoming and outgoing paths cross. Find also the point $x=x_2$ where the recoil's outgoing path cuts the $x$ axis.

**Solution.** With $\mathbf R$ the centre of mass, the two positions are

$$
\mathbf r_1=\mathbf R+\frac{m_2}{M}\mathbf r,\qquad
\mathbf r_2=\mathbf R-\frac{m_1}{M}\mathbf r .
$$

Put $\alpha=m_1/M=1/(1+A)$ and $\beta=m_2/M=A/(1+A)$, so that $\alpha+\beta=1$. Long before the collision the atom is at the origin, $\mathbf r_2=0$, which requires $\mathbf R=\alpha\mathbf r_{\rm in}$. No external force acts, so $\mathbf R$ keeps its uniform motion:

$$
\mathbf R(t)=\alpha\left[p\hat{\mathbf y}+(vt-\tau)\hat{\mathbf x}\right]\quad\text{at all times.}
$$

The constant $\tau$ enters here with a minus sign and in $\mathbf r_{\rm out}$ with a plus sign, so no shift of the time origin removes it from the laboratory paths. After the collision the ion is on the line

$$
\mathbf r_1=\alpha\left[p\hat{\mathbf y}+(vt-\tau)\hat{\mathbf x}\right]+\beta\left[p\mathbf n+(vt+\tau)\mathbf e\right].
$$

It crosses $y=p$ when

$$
\alpha p+\beta\left[p\cos\theta+(vt+\tau)\sin\theta\right]=p .
$$

Since $p-\alpha p=\beta p$, the factor $\beta$ drops out:

$$
vt+\tau=p\,\frac{1-\cos\theta}{\sin\theta}=p\tan\frac\theta2\equiv h .
$$

At this time $vt-\tau=h-2\tau$, and the $x$ coordinate is

$$
-x_1=\alpha(h-2\tau)+\beta(-p\sin\theta+h\cos\theta).
$$

The identity $\sin\theta=\tan(\theta/2)(1+\cos\theta)$ gives $p\sin\theta=h(1+\cos\theta)$, so the last bracket equals $-h$. Hence $x_1=\alpha(2\tau-h)+\beta h$, or

$$
x_1=\frac{2\tau+(A-1)\,p\tan(\theta/2)}{1+A}.
$$

The recoil's outgoing line is

$$
\mathbf r_2=\alpha\left[p\hat{\mathbf y}+(vt-\tau)\hat{\mathbf x}-p\mathbf n-(vt+\tau)\mathbf e\right].
$$

Its $y$ component vanishes when $p-p\cos\theta-(vt+\tau)\sin\theta=0$, which is the same condition $vt+\tau=h$. Its $x$ coordinate is then $\alpha[h-2\tau+p\sin\theta-h\cos\theta]=\alpha[2h-2\tau]$:

$$
x_2=\frac{2\left[p\tan(\theta/2)-\tau\right]}{1+A}.
$$

Addition of the two results gives $x_1+x_2=h$, without $\tau$. The time integral decides how a fixed length $h$ is divided between the ion's vertex, behind the atom if $x_1>0$, and the start of the recoil, ahead of the atom's old position if $x_2>0$.

The outgoing ion velocity is $v(\alpha\hat{\mathbf x}+\beta\mathbf e)$. Its direction and energy are therefore

$$
\tan\psi=\frac{A\sin\theta}{1+A\cos\theta},\qquad
E'=E\left[1-\frac{4A}{(1+A)^2}\sin^2\frac\theta2\right].
$$

The energy follows from $|\alpha\hat{\mathbf x}+\beta\mathbf e|^2=\alpha^2+\beta^2+2\alpha\beta\cos\theta=1-2\alpha\beta(1-\cos\theta)$. Where the denominator of $\tan\psi$ is negative, $\psi$ lies between $90^\circ$ and $180^\circ$.

### (e) The clock

A simulation that orders events in time lets the ion reach the vertex at its old speed and leave at its new speed. What delay must be inserted there?

**Solution.** The incoming line $x=vt-\tau$ reaches $x=-x_1$ at $vt_{\rm in}=\tau-x_1$. The outgoing line passes the vertex at $vt_{\rm out}=h-\tau$. Thus

$$
v(t_{\rm out}-t_{\rm in})=h-2\tau+x_1
=\frac{(1+A)(h-2\tau)+2\tau+(A-1)h}{1+A}=\frac{2A(h-\tau)}{1+A}=A\,x_2 .
$$

The delay is $Ax_2/v$. The recoil leaves its own starting point at the same instant $t_{\rm out}$.

### (f) Two solvable potentials

Evaluate $\tau$ for a hard sphere of radius $a>p$ and for $V=C/r^2$ with $C>0$.

**Solution.** For the hard sphere $V=0$ outside $a$, so $r_0=a$, $g=g_0$, and the integral in the first form of $\tau$ vanishes: $\tau=\sqrt{a^2-p^2}$. The swept half-angle is $\arcsin(p/a)$, so $\theta/2=\arccos(p/a)$ and $h=p\tan(\theta/2)=\sqrt{a^2-p^2}$. Therefore $\tau=h$, $x_1=h$ and $x_2=0$. The ion turns at the point of contact, the recoil starts from the place where the atom stood, and there is no delay.

For the inverse-square potential, $V/E_r+p^2/r^2=r_0^2/r^2$ with $r_0^2=p^2+C/E_r$. Then $g=\sqrt{1-r_0^2/r^2}$, the integrand of the second form vanishes at every $r$, and $\tau=0$. The ion is nevertheless deflected. Since $\int_{r_0}^\infty dr/(r^2g)=\pi/(2r_0)$, the angle is $\theta=\pi(1-p/r_0)$. Setting $\tau=0$ costs nothing for this potential, while the hard-sphere value $\tau=h$ would be wrong.

## Second half: limits and the price of neglect

The ion has energy $E$ and impact parameter $p$, and the atom, $A$ times heavier, starts at rest at the origin. The relative energy is $E_r=AE/(1+A)$, the centre-of-mass angle is $\theta$, the laboratory angle is $\psi$, and $h=p\tan(\theta/2)$. With $g^2=1-V/E_r-p^2/r^2$, $g_0^2=1-p^2/r^2$ and $g(r_0)=0$, the first half found

$$
\tau=\sqrt{r_0^2-p^2}-\int_{r_0}^{\infty}\left[\frac1g-\frac1{g_0}\right]dr,\quad
x_1=\frac{2\tau+(A-1)h}{1+A},\quad x_2=\frac{2(h-\tau)}{1+A}.
$$

The ion's path turns at $(-x_1,p)$ and the recoil's path starts at $(x_2,0)$. The outgoing ion is late by $Ax_2/v$. A hard sphere has $\tau=h$.

### (g) A steep but finite wall

For $V=E_r(a/r)^n$ with $0<p<a$, find the leading value of $h-\tau$ as $n\to\infty$.

**Solution.** Let $s=p/r_0$, $c=1-s^2$ and $r=r_0e^{\xi/n}$. Since $V(r_0)/E_r=c$, the potential is $V/E_r=ce^{-\xi}$, and $g_0^2=1-s^2e^{-2\xi/n}=c+2s^2\xi/n+O(n^{-2})$. Expansion of $1/g$ and $1/g_0$ to first order in $1/n$ gives

$$
\frac1g-\frac1{g_0}=\frac{f(\xi)}{\sqrt c}-\frac{s^2\xi}{n\,c^{3/2}}k(\xi)+\dots,
$$

with $f=(1-e^{-\xi})^{-1/2}-1$ and $k=(1-e^{-\xi})^{-3/2}-1$. Define $J_1=\int_0^\infty f\,d\xi$, $J_2=\int_0^\infty\xi f\,d\xi$ and $J_3=\int_0^\infty\xi k\,d\xi$. Let $D$ be the integral in $\tau$. With $dr=r_0(1+\xi/n+\dots)d\xi/n$,

$$
D=r_0\left[\frac{J_1}{n\sqrt c}+\frac1{n^2}\left(\frac{J_2}{\sqrt c}-\frac{s^2J_3}{c^{3/2}}\right)\right]+\dots
$$

The angle contains $dr/r^2=(1-\xi/n+\dots)d\xi/(nr_0)$ instead. Its free part sweeps $\arcsin s$, so $\theta/2=\arccos s-\varepsilon$ with

$$
\varepsilon=s\left[\frac{J_1}{n\sqrt c}-\frac1{n^2}\left(\frac{J_2}{\sqrt c}+\frac{s^2J_3}{c^{3/2}}\right)\right]+\dots
$$

At $\arccos s$ the tangent is $\sqrt c/s$, its derivative is $1/s^2$, and half its second derivative is $\sqrt c/s^3$. With $p=sr_0$,

$$
h=r_0\left[\sqrt c-\frac{\varepsilon}{s}+\frac{\sqrt c\,\varepsilon^2}{s^2}\right]+\dots,\qquad \tau=r_0\sqrt c-D .
$$

In $h-\tau$ the terms of order $1/n$ cancel, and so do those with $J_3$. What remains is

$$
h-\tau=\frac{r_0}{n^2\sqrt c}\left(2J_2+J_1^2\right)+\dots
$$

Put $q=\sqrt{1-e^{-\xi}}$. Then $d\xi=2q\,dq/(1-q^2)$ and $f\,d\xi=2\,dq/(1+q)$, so $J_1=2\ln2$. Since $\xi=-\ln(1-q)-\ln(1+q)$,

$$
J_2=-2\int_0^1\frac{\ln(1-q)}{1+q}dq-\ln^22 .
$$

With $q=1-2w$ the integral becomes $\int_0^{1/2}\ln(2w)\,dw/(1-w)=\ln^22+K$, where $K=\int_0^{1/2}\ln w\,dw/(1-w)$. Let $K'$ be the same integral from $\tfrac12$ to $1$. The series for $1/(1-w)$ gives $K+K'=-\sum_{j\ge1} j^{-2}=-\pi^2/6$. The exchange $w\to1-w$ turns $K'$ into $\int_0^{1/2}\ln(1-w)\,dw/w$, and integration by parts of $K$ gives $K=K'-\ln^22$. Thus $K=-\pi^2/12-\tfrac12\ln^22$, $J_2=\pi^2/6-2\ln^22$, and $2J_2+J_1^2=\pi^2/3$. Since $r_0\to a$,

$$
p\tan\frac\theta2-\tau\simeq\frac{\pi^2a}{3n^2\sqrt{1-p^2/a^2}} .
$$

The wall must be steep enough that $n(1-p^2/a^2)\gg1$, so the law fails near grazing incidence. The approach is slow there: at $p=0.99a$ and $n=2000$, where the product is 40, the true value lies 17% below the law. For $a=1$ bohr and $p=0.5$ bohr it gives $9.50\times10^{-5}$ bohr at $n=200$, where numerical quadrature gives $9.36\times10^{-5}$ bohr.

### (h) Weak deflection

Find $\tau$ and $x_2$ to first order in $V/E_r$. Can $\tau$ change sign for a screened Coulomb potential?

**Solution.** Let $I(p)=\int_0^\infty V(\sqrt{p^2+z^2})\,dz$, and let a prime denote $d/dp$. To first order the force may be taken along the undeflected line. It gives the transverse velocity $-(1/\mu v)\int_{-\infty}^{\infty}(\partial V/\partial p)\,dz=-2I'/(\mu v)$. Division by $v$, with $\mu v^2=2E_r$, gives $\theta\simeq-I'/E_r$.

The transverse kinetic energy is of second order, so energy conservation gives $\dot x\simeq v(1-V/2E_r)$ for the relative motion. Over the whole passage $x-vt$ therefore changes by $-(1/2E_r)\int_{-\infty}^\infty V\,dz=-I/E_r$. The asymptotes give the same change. Before the collision $x-vt=-\tau$. Afterwards $x=-p\sin\theta+(vt+\tau)\cos\theta$, so $x-vt\simeq\tau-p\theta$. Hence $2\tau-p\theta=-I/E_r$ and

$$
\tau\simeq\frac{p\theta}{2}-\frac{I}{2E_r}=-\frac{I+pI'}{2E_r}.
$$

Since $h\simeq p\theta/2$, it follows that $h-\tau\simeq I/(2E_r)$. With $(1+A)E_r=AE$,

$$
x_2\simeq\frac{I}{AE}.
$$

In this regime the recoil starts ahead of its old site. The delay is $Ax_2/v\simeq I/(Ev)$, the time lost by the ion while the potential slows it.

Now take $V=(Z_1Z_2/r)\sum_i c_ie^{-b_ir}$ in atomic units. The substitution $z=p\sinh u$ turns $I$ into a sum of modified Bessel functions, $I=Z_1Z_2\sum_ic_iK_0(b_ip)$. As $K_0'=-K_1$,

$$
\tau\simeq\frac{Z_1Z_2}{2E_r}\sum_ic_i\left[b_ip\,K_1(b_ip)-K_0(b_ip)\right].
$$

For positive $c_i$ the sum is negative at small $p$, where $K_0$ diverges logarithmically and $b_ipK_1\to1$. It is positive at large $p$, where $K_1\simeq K_0$ and $b_ip\gg1$. The law requires $V(p)\ll E_r$, and at fixed energy it fails as $p\to0$. So $\tau$ does change sign if the energy is high enough for the law to hold around the zero of the sum.

For phosphorus on indium with the Ziegler–Biersack–Littmark (ZBL) potential, the weak law puts the zero at $p=0.198$ bohr. A numerical root of the full $\tau$ lies at $0.194$ bohr for $E_r=4\times10^4$ hartree and at $0.198$ bohr for $4\times10^5$ hartree (about 1.1 and 11 MeV). The root moves inward as the energy falls, to $0.096$ bohr at $2\times10^3$ hartree. At $10^3$ hartree $\tau$ is positive at every $p$ sampled between $0.001$ and $1$ bohr.

### (i) Three ways to neglect the integral

Find the displacement of both crossing points when $\tau$ is set to zero, and the change in the next impact parameter. Compare the choice $\tau=h$, and the choice of turning the ion abreast of the atom.

**Solution.** The angles and energies do not contain $\tau$ and stay correct. The ion's vertex is at $x=-x_1$. Setting $\tau=0$ moves it by

$$
\Delta X=x_1(\tau)-x_1(0)=\frac{2\tau}{1+A}.
$$

The recoil's start moves by $x_2(0)-x_2(\tau)=2\tau/(1+A)$, the same amount. For $\tau>0$ both points move forward.

The outgoing path has the left-hand normal $(-\sin\psi,\cos\psi)$, so the shift $\Delta X\,\hat{\mathbf x}$ moves it by $-\Delta X\sin\psi$ along that normal. Let a second atom lie in the collision plane, to the right of the path as the first did, at impact parameter $p'$. Then

$$
\Delta p'=-\Delta X\sin\psi .
$$

If the second atom lies out of the plane, this changes the in-plane component of its offset. The error does not grow with the length of the free flight, because the wrong path is parallel to the right one. It turns into an angular error at the next collision.

The hard-sphere choice $\tau=h$ puts the vertex at $-h=-x_1-x_2$, so $\Delta X=-x_2$. Turning the ion abreast of the atom, at $x=0$, gives $\Delta X=x_1$. For equal masses $x_1(0)=0$, and this third choice coincides with $\tau=0$.

The hard-sphere choice has the smaller vertex error if $|h-\tau|<|\tau|$. For weak deflection, part (h) gives $\tau/(h-\tau)=-1-pI'/I$. Since $I$ decreases with $p$, this ratio exceeds $-1$, and the condition becomes $-pI'/I>2$: the line integral must fall faster than $p^{-2}$.

### (j) Phosphorus on indium

Self-ion implantation of InP includes collisions of phosphorus ions with indium atoms. Take $E=40$ hartree (1.09 keV), $p=1$ bohr, and masses of 30.974 and 114.818 atomic mass units. Find the vertex error and its effect on a second collision.

**Solution.** The ZBL potential is $V=(Z_1Z_2/r)\,\phi(r/\ell)$, with $\ell=0.8854/(Z_1^{0.23}+Z_2^{0.23})$ bohr, $Z_1=15$, $Z_2=49$ and

$$
\phi(u)=0.1818e^{-3.2u}+0.5099e^{-0.9423u}+0.2802e^{-0.4029u}+0.02817e^{-0.2016u}.
$$

It is a universal fit for pairs of atoms and contains no bonding in the crystal. The mass ratio is $A=114.818/30.974=3.707$. Gauss–Legendre quadrature, after the substitution $r=r_0/(1-w^2)$, gives $r_0=1.369$ bohr, $\theta=59.02^\circ$ and $\tau=0.4021$ bohr. Then $h=0.5661$ bohr and

$$
x_1=\frac{2(0.4021)+2.707(0.5661)}{4.707}=0.496\ \text{bohr},\qquad
x_2=\frac{2(0.5661-0.4021)}{4.707}=0.070\ \text{bohr}.
$$

Setting $\tau=0$ moves both points forward by $2(0.4021)/4.707=0.171$ bohr, or 0.090 Å. The laboratory angle is $\psi=47.54^\circ$, so the outgoing path is displaced sideways by $0.171\sin47.54^\circ=0.126$ bohr. Other cases of phosphorus on indium are:

| $E$ (hartree) | $p$ (bohr) | $\tau$ (bohr) | $x_2$ (bohr) | $2\tau/(1+A)$ (bohr) |
|---|---|---|---|---|
| 40 | 0.5 | 0.515 | 0.090 | 0.219 |
| 40 | 2.0 | 0.163 | 0.025 | 0.069 |
| 10 | 1.0 | 0.826 | 0.094 | 0.351 |
| 640 | 1.0 | 0.044 | 0.013 | 0.019 |

In these cases the vertex error of $\tau=0$, in the last column, exceeds $x_2$, the size of the hard-sphere error. It is larger at low energy. The ordering is not general. For weak deflection the condition $-pI'/I>2$ of part (i) holds for this pair only at $p>0.75$ bohr, and at 640 hartree and $p=0.5$ bohr the error of $\tau=0$ is 0.033 bohr against $x_2=0.035$ bohr.

A heavy projectile can have a much larger vertex error. For indium on phosphorus at 40 hartree and $p=0.5$ bohr, $A=0.270$ and $\tau=0.916$ bohr, so the shift is $2(0.916)/1.270=1.44$ bohr. The small laboratory angle limits the harm to the ion's path, but not to the recoil's. Here $h=x_1+x_2=0.776+0.383=1.159$ bohr gives $\theta=133^\circ$ and $\psi=13.5^\circ$, and the sideways displacement of the ion's path is $1.44\sin13.5^\circ=0.34$ bohr. The recoil, which takes 56% of the energy, leaves at $(180^\circ-\theta)/2=23.3^\circ$ to the $x$ axis, so its path is displaced by $1.44\sin23.3^\circ=0.57$ bohr.

Return to the phosphorus ion. After the first collision its energy is

$$
E'=40\left[1-\frac{4(3.707)}{4.707^2}\sin^2(29.51^\circ)\right]=33.5\ \text{hartree}.
$$

Place a second indium atom at rest, 15 bohr along the outgoing path from the vertex and 1 bohr to its right. This is a chosen geometry, not a lattice site. The wide spacing lets the first collision end before the second begins. The reference is a numerical integration of Newton's equations for the ion and both atoms by a high-order Runge–Kutta method, without forces between the indium atoms. The ion finally moves at $98.98^\circ$ to its initial direction.

Each rule for the vertex gives $p'=1-\Delta X\sin\psi$ in bohr. For $\tau=0$ this is $1-0.126=0.874$. For the hard-sphere choice it is $1+0.070\sin\psi=1.051$, and for turning abreast it is $1-0.496\sin\psi=0.634$. The second scattering angle is then computed at $E'$ and added to $\psi$:

| Vertex rule | $p'$ (bohr) | Final direction | Error against the trajectory |
|---|---|---|---|
| full $\tau$ | 1.000 | $98.98^\circ$ | $0.00^\circ$ |
| $\tau=0$ | 0.874 | $108.58^\circ$ | $+9.60^\circ$ |
| $\tau=h$ | 1.051 | $95.46^\circ$ | $-3.53^\circ$ |
| abreast | 0.634 | $131.19^\circ$ | $+32.21^\circ$ |

A path displaced by about a tenth of a bohr thus leaves the second collision almost ten degrees off. The agreement in the first row applies to well-separated collisions in this potential. When a second atom acts on the ion before the first has released it, the ion never reaches the asymptote between them, and no choice of vertex makes the two-body construction exact.
